**Moire fringes ended by a dislocation: winding and fringe counts from an atom model**

The program tests that a dislocation of Burgers vector **b** crossing a film ends a net number |**g**·**b**| of moire fringes, where **g** is the film's reciprocal vector in cycles per length. It displaces the film atoms by an isotropic edge field, samples the substrate wave at the atoms, smooths the sum and reads the phase winding around a circuit. It asserts that the winding equals −**g**·**b** for six Burgers vectors and two reflections, and for one of these cases also in a rotated and in a partly relaxed film. It also asserts the fringe spacing, the full phase formula, the side holding the extra fringes and the position of the saddle near the core. Further assertions cover an inclined line, treated by depth averaging, and a partial dislocation with fractional **g**·**b**. For lattice parameters of 0.56 and 0.54 nm the output gives a fringe spacing of 5.35 nm. With **b** = a/2[110] and **g** = 220 it shows 8 fringes above the core and 10 below, and exchanging the lattice parameters reverses these counts.

## Numerical verification

```python
# RESULT UNDER TEST
# A film (reciprocal vector g1) lies on a substrate (reciprocal vector g2).
# Their moire phase is phi = 2 pi [(g1-g2).r - g1.u(r)].  A dislocation that
# crosses the film, with closed-circuit integral of du = b, makes phi wind by
# -2 pi g1.b, so that a net number |g1.b| of moire fringes ends at it.
# Symbols: a = cubic lattice parameter, d = 220 plane spacing, u = displacement,
# K = g1-g2, D = 1/|K| = fringe spacing, nu = Poisson ratio.  Lengths in nm,
# reciprocal vectors in cycles per nm.
# The film is built atom by atom; the substrate wave is sampled at the atoms and
# smoothed, and windings and fringe counts are read from that signal.
import numpy as np
from scipy import constants as const
from scipy.ndimage import gaussian_filter, map_coordinates
from scipy.optimize import fsolve
from scipy.signal import find_peaks

TWO_PI = 2 * np.pi
A_FILM, A_SUB, NU = 0.56, 0.54, 0.25
THICKNESS, TILT_DEG, VOLTAGE = 10.0, 45.0, 200e3
HALF, PIXEL, SMOOTH = 26.0, 0.13, 0.6
OFFSET = np.array([0.30, 0.45])      # core position inside the projected cell
AXES = np.array([[1, 1, 0], [-1, 1, 0]]) / np.sqrt(2)   # x = [110], y = [-110]


def spacing(a):
    return a / np.sqrt(8)


def recip(hkl, a):
    return AXES @ np.array(hkl) / a


def burgers(uvw, a, divisor=2):
    return AXES @ np.array(uvw) * a / divisor


def edge_field(x, y, b, nu=NU):
    """Isotropic edge displacement; the cut runs along -b, so it is pure slip."""
    size = np.hypot(*b)
    if size == 0:
        return np.zeros_like(x), np.zeros_like(y)
    c, s = b / size
    xb, yb = x * c + y * s, -x * s + y * c
    r2 = xb**2 + yb**2
    k = 1 / (4 * (1 - nu))
    along = size / TWO_PI * (np.arctan2(yb, xb) + 2 * k * xb * yb / r2)
    across = -size / TWO_PI * ((1 - 2 * nu) * k * np.log(r2 / size**2)
                               + k * (xb**2 - yb**2) / r2)
    return along * c - across * s, along * s + across * c


def film_atoms(a, b, rotation=0.0):
    """Projected atom columns of the [001] diamond film (square net of side d)."""
    d = spacing(a)
    n = int(HALF / d) + 8
    i = np.arange(-n, n + 1)
    x, y = np.meshgrid((i + OFFSET[0]) * d, (i + OFFSET[1]) * d)
    ux, uy = edge_field(x, y, b)
    x, y = x + ux, y + uy
    c, s = np.cos(rotation), np.sin(rotation)
    return c * x - s * y, s * x + c * y, n


def moire_signal(x, y, g_sub):
    """Smoothed sum over film atoms of the conjugate substrate wave."""
    x, y = x.ravel(), y.ravel()
    wave = np.exp(-1j * TWO_PI * (g_sub[0] * x + g_sub[1] * y))
    bins = int(round(2 * HALF / PIXEL))
    box = [[-HALF, HALF], [-HALF, HALF]]
    parts = [gaussian_filter(np.histogram2d(x, y, bins, box, weights=w)[0],
                             SMOOTH / PIXEL) for w in (wave.real, wave.imag)]
    return parts


def sample(parts, x, y):
    place = [(np.asarray(q) + HALF) / PIXEL - 0.5 for q in (x, y)]
    re, im = (map_coordinates(p, place, order=1) for p in parts)
    return re + 1j * im


def cycles(z):
    """Phase gathered along a path, in cycles."""
    return np.sum(np.angle(z[1:] / z[:-1])) / TWO_PI


def circle(radius, x0=0.0, y0=0.0, points=2000):
    t = (np.arange(points + 1) + 0.5) * TWO_PI / points
    return x0 + radius * np.cos(t), y0 + radius * np.sin(t)


def atom_winding(a_film, a_sub, uvw, hkl, rotation=0.0, path=None):
    x, y, _ = film_atoms(a_film, burgers(uvw, a_film), rotation)
    parts = moire_signal(x, y, recip(hkl, a_sub))
    return cycles(sample(parts, *(path or circle(20.0))))


d_film, d_sub = spacing(A_FILM), spacing(A_SUB)
D = d_film * d_sub / abs(d_film - d_sub)
print(f"film and substrate lattice parameters: {A_FILM:.2f}, {A_SUB:.2f} nm")
print(f"film and substrate 220 spacings: {d_film:.4f}, {d_sub:.4f} nm")
print(f"moire spacing D, parallel layers: {D:.3f} nm")
print(f"magnification D/d_film: {D / d_film:.1f}")

# Fringe spacing of perfect layers, parallel and rotated, from the atoms
line = np.linspace(-10, 10, 801)
for angle in (0.0, 2.0):
    al = np.radians(angle)
    x, y, _ = film_atoms(A_FILM, np.zeros(2), al)
    parts = moire_signal(x, y, recip((2, 2, 0), A_SUB))
    kx = cycles(sample(parts, line, 0 * line)) / 20
    ky = cycles(sample(parts, 0 * line, line)) / 20
    measured = 1 / np.hypot(kx, ky)
    formula = d_film * d_sub / np.sqrt(d_film**2 + d_sub**2
                                       - 2 * d_film * d_sub * np.cos(al))
    assert abs(measured / formula - 1) < 0.01   # pixel binning of atoms
    print(f"rotation {angle:.0f} deg: D formula {formula:.3f} nm, "
          f"from atoms {measured:.3f} nm")

# Table of Burgers vectors: g.b against the winding read from the atoms
print("b in units a/2 | g.b and -winding for 220 | same for 2-20")
for uvw in ((1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)):
    row = []
    for hkl in ((2, 2, 0), (2, -2, 0)):
        expected = np.dot(hkl, uvw) / 2
        found = -atom_winding(A_FILM, A_SUB, uvw, hkl)
        assert abs(found - expected) < 1e-6
        row.append(f"{expected:+.0f} {found + 0.0:+.0f}")
    print(f"  [{uvw[0]:2d} {uvw[1]:2d} {uvw[2]:2d}] | {row[0]} | {row[1]}")

# A circuit beside the core, a rotated film and a partly relaxed film
aside = atom_winding(A_FILM, A_SUB, (1, 1, 0), (2, 2, 0),
                     path=circle(8.0, 12.0, 3.0))
turned = atom_winding(A_FILM, A_SUB, (1, 1, 0), (2, 2, 0), np.radians(2.0))
a_part = A_SUB + 0.8 * (A_FILM - A_SUB)
strained = atom_winding(a_part, A_SUB, (1, 1, 0), (2, 2, 0))
assert abs(aside) < 1e-6 and abs(turned + 2) < 1e-6 and abs(strained + 2) < 1e-6
D_part = spacing(a_part) * d_sub / (spacing(a_part) - d_sub)
print(f"b=a/2[110], g=220, circuit not enclosing core: winding {abs(aside):.0f}")
print(f"same b and g, film rotated 2 deg: winding {turned:.0f}")
print(f"same b and g, film 80% relaxed: winding {strained:.0f}, D = {D_part:.2f} nm")

# Full phase formula against the atoms on a circle of radius 10 nm
b101, g_film = burgers((1, 0, 1), A_FILM), recip((2, 2, 0), A_FILM)
g_sub = recip((2, 2, 0), A_SUB)
K = g_film[0] - g_sub[0]
shift = np.exp(1j * TWO_PI * OFFSET[0])    # puts a phase maximum at the origin
x, y, _ = film_atoms(A_FILM, b101)
px, py = circle(10.0)
signal = sample(moire_signal(x, y, g_sub), px, py) * shift
ux, uy = np.zeros_like(px), np.zeros_like(py)
for _ in range(40):                        # u at the present position r
    ux, uy = edge_field(px - ux, py - uy, b101)
theory = np.exp(1j * TWO_PI * (K * px - g_film[0] * ux))
deviation = np.max(np.abs(np.angle(signal / theory))) / TWO_PI
assert deviation < 0.02                    # pixel binning and smoothing
print(f"largest phase difference, formula vs atoms: {deviation:.4f} cycles")

# Which side holds the extra fringes: count intensity maxima above and below
b_list = []
for a1, a2 in ((A_FILM, A_SUB), (A_SUB, A_FILM)):
    d1 = spacing(a1)
    x, y, n = film_atoms(a1, burgers((1, 1, 0), a1))
    parts = moire_signal(x, y, recip((2, 2, 0), a2))
    width = 4.5 * D                        # both ends lie on intensity minima
    xs = np.linspace(-width, width, 2001)
    fringes = []
    for height in (2.5, -2.5):
        profile = (sample(parts, xs, height + 0 * xs) * shift).real
        fringes.append(len(find_peaks(profile, prominence=0.3 * np.ptp(profile))[0]))
    low, high = -100.2 * d1, 100.8 * d1    # midway between lattice planes
    planes = [int(np.sum((x[n + j] > low) & (x[n + j] < high))) for j in (12, -13)]
    assert planes[0] - planes[1] == 2
    assert fringes[0] - fringes[1] == (2 if d1 < spacing(a2) else -2)
    print(f"film a={a1:.2f}, substrate a={a2:.2f} nm, b=a/2[110]:")
    print(f"  lattice planes above/below core: {planes[0]}/{planes[1]}")
    print(f"  moire fringes above/below core: {fringes[0]}/{fringes[1]}")
print(f"width of the fringe count: {9 * D:.1f} nm, at heights +2.5 and -2.5 nm")

# Saddle of the phase near the core, b = a/2[110]
b110 = burgers((1, 1, 0), A_FILM)


def phase_gradient(p, nu):
    h = 1e-4

    def phase(q0, q1):
        return K * q0 - g_film[0] * edge_field(q0, q1, b110, nu)[0]
    return [(phase(p[0] + h, p[1]) - phase(p[0] - h, p[1])) / (2 * h),
            (phase(p[0], p[1] + h) - phase(p[0], p[1] - h)) / (2 * h)]


saddles = []
for nu in (NU, NU / (1 + NU)):             # plane strain, then plane stress
    y0 = -2 * (1 - 2 * nu) / (4 * np.pi * (1 - nu) * K)
    root, _, flag, _ = fsolve(phase_gradient, [0.03, 0.85 * y0], args=(nu,),
                              full_output=True)
    assert flag == 1 and abs(root[0]) < 1e-4 and abs(root[1] - y0) < 1e-4
    saddles.append(y0)
print(f"Poisson ratio: {NU:.2f}; length of b=a/2[110]: {np.hypot(*b110):.3f} nm")
print(f"saddle height y0, plane strain: {saddles[0]:.3f} nm")
print(f"saddle height y0, plane stress: {saddles[1]:.3f} nm")

# Inclined line: film wave averaged over depth
length = THICKNESS * np.tan(np.radians(TILT_DEG))
centres = (np.arange(400) + 0.5) / 400 * length - length / 2


def inclined(b, radius, x0=0.0):
    qx, qy = circle(radius, x0, points=720)
    u = edge_field(qx[:, None] - centres, qy[:, None] + 0 * centres, b)[0]
    mean = np.exp(-1j * TWO_PI * g_film[0] * u).mean(axis=1)
    assert np.min(np.abs(mean)) > 0.02     # the phase is defined on the circuit
    return cycles(mean * np.exp(1j * TWO_PI * K * qx))


whole1, whole2 = inclined(b101, 20.0), inclined(b110, 20.0)
middle, end = inclined(b101, 1.0), inclined(b101, 2.0, length / 2)
assert abs(whole1 + 1) < 1e-6 and abs(whole2 + 2) < 1e-6
assert abs(middle + 1) < 1e-6 and abs(end) < 1e-6
print(f"film {THICKNESS:.0f} nm thick, line tilted {TILT_DEG:.0f} deg: "
      f"projected length {length:.1f} nm")
print(f"winding round whole projection, g.b=1 and 2: {whole1:.0f}, {whole2:.0f}")
print(f"g.b=1: winding round middle {middle:.0f}, round one end {abs(end):.0f}")

# Partial dislocation a/6[112]: phase gathered from one side of the fault to the other
gb_partial = np.dot((2, 2, 0), (1, 1, 2)) / 6
x, y, _ = film_atoms(A_FILM, burgers((1, 1, 2), A_FILM, 6))
gap = 0.08
t = np.linspace(-np.pi + gap, np.pi - gap, 2000)
open_path = cycles(sample(moire_signal(x, y, g_sub), 20 * np.cos(t), 20 * np.sin(t)))
assert abs(open_path + gb_partial) < 0.05  # path stops short of the fault
print(f"partial a/6[112], g=220: g.b = {gb_partial:.3f}")
print(f"  phase on path stopping {20 * np.sin(gap):.1f} nm from fault: "
      f"{open_path:.3f} cycles")

# Size of the neglected spreading of the electron beam
energy = const.e * VOLTAGE
wavelength = const.h / np.sqrt(2 * const.m_e * energy
                               * (1 + energy / (2 * const.m_e * const.c**2))) * 1e9
print(f"electron wavelength at {VOLTAGE / 1e3:.0f} kV: {wavelength * 1e3:.3f} pm")
print(f"sideways beam offset in film: {wavelength * g_film[0] * THICKNESS:.3f} nm")
print(f"Fresnel blur in film: {np.sqrt(wavelength * THICKNESS):.3f} nm")
print("success")
```

Running it gives:

```
film and substrate lattice parameters: 0.56, 0.54 nm
film and substrate 220 spacings: 0.1980, 0.1909 nm
moire spacing D, parallel layers: 5.346 nm
magnification D/d_film: 27.0
rotation 0 deg: D formula 5.346 nm, from atoms 5.347 nm
rotation 2 deg: D formula 3.857 nm, from atoms 3.857 nm
b in units a/2 | g.b and -winding for 220 | same for 2-20
  [ 1  1  0] | +2 +2 | +0 +0
  [ 1 -1  0] | +0 +0 | +2 +2
  [ 1  0  1] | +1 +1 | +1 +1
  [ 1  0 -1] | +1 +1 | +1 +1
  [ 0  1  1] | +1 +1 | -1 -1
  [ 0  1 -1] | +1 +1 | -1 -1
b=a/2[110], g=220, circuit not enclosing core: winding 0
same b and g, film rotated 2 deg: winding -2
same b and g, film 80% relaxed: winding -2, D = 6.63 nm
largest phase difference, formula vs atoms: 0.0031 cycles
film a=0.56, substrate a=0.54 nm, b=a/2[110]:
  lattice planes above/below core: 202/200
  moire fringes above/below core: 8/10
film a=0.54, substrate a=0.56 nm, b=a/2[110]:
  lattice planes above/below core: 202/200
  moire fringes above/below core: 10/8
width of the fringe count: 48.1 nm, at heights +2.5 and -2.5 nm
Poisson ratio: 0.25; length of b=a/2[110]: 0.396 nm
saddle height y0, plane strain: 0.567 nm
saddle height y0, plane stress: 0.638 nm
film 10 nm thick, line tilted 45 deg: projected length 10.0 nm
winding round whole projection, g.b=1 and 2: -1, -2
g.b=1: winding round middle -1, round one end 0
partial a/6[112], g=220: g.b = 0.667
  phase on path stopping 1.6 nm from fault: -0.640 cycles
electron wavelength at 200 kV: 2.508 pm
sideways beam offset in film: 0.127 nm
Fresnel blur in film: 0.158 nm
success
```
